# Cancelling the skin effect in a copper–ferromagnet laminate with negative permeability

## What dimensions and symmetry fix

Alternating current flows along the layers of a stack made of copper and a ferromagnet. Across the stack, its electric field \(E\) varies because magnetic flux runs inside the layers, parallel to their planes, and its magnetic field \(h\) varies because current does. The first change is governed by \(\omega\mu_0\mu\), in ohm per metre, where \(\mu\) is a relative permeability. The second is governed by the conductivity \(\sigma\), in siemens per metre.

If the layers are very thin, \(E\) and \(h\) hardly change across one period. The small changes then simply add, so their order is irrelevant and only thickness-weighted means can enter:

\[
\langle\mu\rangle=\frac{t_N+\mu_Ft_F}{d},\qquad
\bar\sigma=\frac{\sigma_Nt_N+\sigma_Ft_F}{d},\qquad d=t_N+t_F .
\]

Here \(N\) marks copper, with \(\mu=1\), and \(F\) the ferromagnet. The squared inverse decay length \(K^2\) contains no ohm, so it must be a pure number times \(\omega\mu_0\langle\mu\rangle\bar\sigma\). A uniform metal fixes that number. The form already suggests the answer: \(K\) vanishes with \(\langle\mu\rangle\), whatever the conductivities.

## The simple case: one uniform slab

Let \(z\) run across the slab from \(0\) to \(D\), with current and \(E\) along \(x\) and the magnetic field \(H_y\) along \(y\). The conductor is wide, and its return current runs in a parallel plate facing \(z=D\), so nothing varies along \(x\) or \(y\). Conduction is local and displacement current is dropped. With time factor \(e^{i\omega t}\), Faraday's law gives \(dE/dz=-i\omega\mu_0\mu H_y\) and Ampère's law gives \(-dH_y/dz=\sigma E\). Setting \(h=-H_y\) removes the minus signs:

\[
E'=i\omega\mu_0\mu\,h,\qquad h'=\sigma E. \tag{1}
\]

The far face has \(h(0)=0\), so \(h(D)=\int_0^D\sigma E\,dz\) is the whole current per unit width. The surface impedance is \(Z=E(D)/h(D)\), and its real part \(R\) is the sheet resistance.

In a uniform slab, differentiating the first equation and using the second gives

\[
E''=K^2E,\qquad K^2=i\omega\mu_0\mu\sigma .
\]

The pure number is therefore \(i\). The condition \(h(0)=0\) means \(E'(0)=0\), so \(E=E_0\cosh Kz\). Integrating \(h'=\sigma E\) gives \(h=E_0\sigma\sinh(Kz)/K\), and hence

\[
Z=\frac{K}{\sigma}\coth KD. \tag{2}
\]

Two limits test this. If \(|K|D\ll1\), then \(\coth KD\approx1/(KD)\) and \(Z=1/(\sigma D)\), the dc value. If \(D\) is large and \(\mu>0\), then \(K=(1+i)/\delta\) with \(\delta=\sqrt{2/(\omega\mu_0\mu\sigma)}\), and \(R=1/(\sigma\delta)\): the current uses one skin depth. A third limit is the useful one. As \(\mu\to0\), the dc value returns at any thickness.

## Two metals in fine layers

Both \(E\) and \(h\) are tangential, hence continuous at each interface. Write (1) as

\[
\frac{d}{dz}\begin{pmatrix}E\\h\end{pmatrix}=A\begin{pmatrix}E\\h\end{pmatrix},\qquad
A=\begin{pmatrix}0&i\omega\mu_0\mu\\ \sigma&0\end{pmatrix}.
\]

A layer of thickness \(t_i\) multiplies the vector by \(e^{A_it_i}=1+A_it_i+O(t_i^2)\). One period therefore gives \(1+\bar Ad+O(d^2)\), where \(\bar A\) contains \(\langle\mu\rangle\) and \(\bar\sigma\). There are \(D/d\) periods, so the errors add up to \(O(d)\), and as \(d\to0\) at fixed \(D\) the whole stack gives \(e^{\bar AD}\). This is equation (2) with mean values, and \(K^2=i\omega\mu_0\langle\mu\rangle\bar\sigma\).

Now let \(\langle\mu\rangle=0\). Then

\[
\bar A=\begin{pmatrix}0&0\\\bar\sigma&0\end{pmatrix},\qquad \bar A^2=0,\qquad e^{\bar Az}=1+\bar Az .
\]

Thus \(E\) is constant, \(h=\bar\sigma zE\), and \(Z=1/(\bar\sigma D)\). Each metal carries the density \(\sigma_iE\), as at dc. The required permeability is

\[
\boxed{\;t_N+\mu_Ft_F=0\quad\Longrightarrow\quad\mu_F=-\frac{t_N}{t_F}\;}
\]

The flux through each copper layer is cancelled by opposite flux through its magnetic neighbour, so no net electromotive force builds up across the stack. Equal layers need \(\mu_F=-1\); a thinner magnetic layer needs a more negative value.

The condition is also necessary in this fine-layer limit. From (1),

\[
(Eh^*)'=i\omega\mu_0\mu|h|^2+\sigma|E|^2 .
\]

For real \(\mu\), integrating and taking the real part gives \(R|h(D)|^2=\int\sigma|E|^2dz\). The Cauchy–Schwarz inequality says

\[
|h(D)|^2=\Big|\int\sigma E\,dz\Big|^2\le\int\sigma\,dz\int\sigma|E|^2dz ,
\]

so \(R\ge1/(\bar\sigma D)\), with equality if and only if \(E\) is uniform. In the averaged medium \(E'=i\omega\mu_0\langle\mu\rangle h\), and uniformity requires \(\langle\mu\rangle=0\).

**How close must the cancellation be?** Put \(q=KD\). Expanding the hyperbolic functions,

\[
q\coth q=\frac{1+q^2/2+q^4/24+\dots}{1+q^2/6+q^4/120+\dots}
=1+\frac{q^2}{3}-\frac{q^4}{45}+\dots
\]

For real \(\langle\mu\rangle\), \(q^2=ix\) with \(x=\omega\mu_0\langle\mu\rangle\bar\sigma D^2\). The quadratic term is imaginary, and the quartic one gives

\[
\frac{R}{R_{dc}}=1+\frac{x^2}{45}+\dots,\qquad R_{dc}=\frac1{\bar\sigma D}. \tag{3}
\]

Either sign of \(\langle\mu\rangle\) raises the resistance. Overcompensation brings the skin effect back.

## Layers of finite thickness

The copper flux is cancelled only after the wave has crossed a magnetic layer, so something must remain at finite \(d\). To find it, take a period with half a ferromagnetic layer on each side of the copper. Define

\[
m=i\omega\mu_0t_N,\quad g_1=\sigma_Nt_N,\quad g_2=\sigma_Ft_F,\quad G=g_1+g_2=\bar\sigma d .
\]

At cancellation the magnetic layer has \(-m\) in place of \(m\). With \(a^2=mg_1\), \(b^2=-mg_2\) and \(S_a=\sinh a/a\), the layer matrices are

\[
\begin{pmatrix}\cosh a&mS_a\\g_1S_a&\cosh a\end{pmatrix},\qquad
\begin{pmatrix}\cosh b&-mS_b\\g_2S_b&\cosh b\end{pmatrix}.
\]

Each has determinant one, so the period matrix has eigenvalues \(e^{\pm Kd}\), and half its trace is \(\cosh Kd\). A trace is unchanged by cyclic reordering, so the two half layers can be joined:

\[
\cosh Kd=\cosh a\cosh b+\tfrac12m(g_2-g_1)S_aS_b .
\]

The terms linear in \(m\) are \(\tfrac12(a^2+b^2)+\tfrac12m(g_2-g_1)\). Since \(a^2+b^2=m(g_1-g_2)\), they cancel, as the averaged theory says. The terms in \(m^2\) are

\[
\frac{a^4+b^4}{24}+\frac{a^2b^2}{4}+\frac{m(g_2-g_1)(a^2+b^2)}{12}
\]
\[
=m^2\left[\frac{g_1^2+g_2^2}{24}-\frac{g_1g_2}{4}-\frac{(g_1-g_2)^2}{12}\right]
=-\frac{m^2G^2}{24}.
\]

Equating this to \((Kd)^2/2\) and using \(m^2=-(\omega\mu_0t_N)^2\),

\[
K=\frac{\omega\mu_0t_N\bar\sigma}{\sqrt{12}},\qquad
\frac1K=\frac{\sqrt3\,\bar\delta^2}{t_N},\qquad
\bar\delta^2=\frac{2}{\omega\mu_0\bar\sigma}. \tag{4}
\]

To this order, only the mean conductivity matters, not its division between the metals. \(K\) is real, so the field decays without a phase change. Eddy currents inside the layers account for this. To lowest order \(E\) rises by \(mh\) across the copper and falls back across the magnetic layer, a ramp whose mean square about its midpoint is \(|mh|^2/12\) in either metal. The loss per period is then \(G|m|^2|h|^2/12\), which acts as a series resistance \(G|m|^2/12\) where the reactances have cancelled. Multiplied by the conductance \(G\), it gives \((Kd)^2=|m|^2G^2/12\) again.

For the resistance, note that the period is mirror symmetric, so its diagonal elements are equal. With \(\theta=Kd\) and lower-left element \(M_{21}\), the impedance of \(n\) periods is \(Z=(\sinh\theta/M_{21})\coth n\theta\). Here \(M_{21}=G[1+O(mG)]\), and the first correction is imaginary because each \(m\) carries one factor \(i\). It therefore alters \(R\) only at relative order \(|mG|^2\), without the factor \(n^2\) of the main term. For many periods and small \(KD\),

\[
\frac{R}{R_{dc}}\approx1+\frac{(KD)^2}{3}. \tag{5}
\]

At fixed \(D\) and fixed thickness ratio the excess falls as \(t_N^2\), and it vanishes for infinitely fine layers, as it should.

## Where a negative permeability comes from

Magnetize the film along the current, with saturation magnetization \(M_s\) and internal bias field \(H_0\). Since nothing varies along \(x\) or \(y\), the \(z\) component of Faraday's law gives \(b_z=0\), so the alternating field normal to the film is \(-m_z\). The magnetization obeys \(\dot{\mathbf M}=-\gamma\mu_0\mathbf M\times\mathbf H\). For small \(m_y,m_z\), insert \(\mathbf M=(M_s,m_y,m_z)\) and \(\mathbf H=(H_0,H_y,-m_z)\), and define

\[
\omega_H=\gamma\mu_0H_0,\quad\omega_M=\gamma\mu_0M_s,\quad\omega_B=\omega_H+\omega_M .
\]

The two transverse components are

\[
i\omega m_y=-\omega_Bm_z,\qquad i\omega m_z=\omega_Hm_y-\omega_MH_y .
\]

The first gives \(m_z=-i\omega m_y/\omega_B\). The second then becomes \((\omega_H-\omega^2/\omega_B)m_y=\omega_MH_y\), so

\[
\mu_F=1+\frac{m_y}{H_y}=1+\frac{\omega_M\omega_B}{\omega_H\omega_B-\omega^2}
=\frac{\omega_B^2-\omega^2}{\omega_H\omega_B-\omega^2}. \tag{6}
\]

At low frequency this is \(1+M_s/H_0\), the static rotation of the magnetization; at high frequency it tends to 1. It is negative between the resonance \(\sqrt{\omega_H\omega_B}\) and the antiresonance \(\omega_B\).

With \(r=t_N/t_F\), setting \(\mu_F=-r\) gives \(\omega_B^2-\omega^2=-r\omega_H\omega_B+r\omega^2\), or

\[
\omega^2=\frac{\omega_B(\omega_B+r\omega_H)}{1+r}. \tag{7}
\]

Without damping, each thickness ratio has one working frequency. It approaches antiresonance as \(r\to0\) and resonance as \(r\to\infty\). Damping bounds the real part of \(\mu_F\) from below (at about \(-34\) for the nickel values used later), so very large \(r\) cannot be compensated.

## A copper–nickel laminate

Take 30 periods of 60 nm copper and 30 nm nickel, so \(D=2.70\) µm. Rough room-temperature values are 58 and 14 MS/m for the conductivities, \(\mu_0M_s=0.6\) T and a \(g\) factor of 2.2. The bias \(\mu_0H_0=0.05\) T is chosen.

The required permeability is \(\mu_F=-60/30=-2\). With \(\gamma/2\pi=g\mu_B/h=30.79\) GHz/T (\(\mu_B\) the Bohr magneton, \(h\) here Planck's constant), equation (7) gives

\[
f=30.79\sqrt{\frac{0.65\,(0.65+2\times0.05)}{3}}\ \text{GHz}=12.41\ \text{GHz},
\]

between resonance at 5.55 GHz and antiresonance at 20.01 GHz.

The mean conductivity is \((2\times58+14)/3=43.33\) MS/m, so \(R_{dc}=8.55\) mΩ per square and \(\bar\delta=0.686\) µm. Equation (4) gives a residual length \(\sqrt3(0.686)^2/0.060=13.6\) µm, and (5) an excess of \((2.70/13.6)^2/3=1.3\%\). Multiplying the full layer matrices gives \(R=8.66\) mΩ, also 1.3% above dc. Layers twice as thick, at the same \(D\), give 5.2%.

At this frequency and total thickness, solid copper has 29.1 mΩ from (2), and the same laminate with \(\mu_F=1\) has 33.6 mΩ. In the latter the far-face field is 4% of the near-face field; in the lossless compensated stack it is 98%.

The margin is narrow. Here \(\omega\mu_0\bar\sigma D^2=2(D/\bar\delta)^2=31\). By (3), a 10% rise needs \(x=\sqrt{4.5}=2.12\), or \(|\langle\mu\rangle|\approx0.07\), which is a change of 0.2 in \(\mu_F\).

## Restoring magnetic loss

Gilbert damping adds \((\alpha/M_s)\mathbf M\times\dot{\mathbf M}\) to the equation of motion. This equals an extra field \(-\alpha\dot{\mathbf M}/(\gamma\mu_0M_s)\), whose transverse components are \(-i\alpha\omega m_{y,z}/\omega_M\). In both transverse equations it acts as the replacement \(\omega_H\to\omega_H+i\alpha\omega\), also inside \(\omega_B\). Write the result as \(\mu_F=\mu'-i\mu''\).

For nickel, the rough value \(\alpha=0.04\) gives \(\mu_F=-1.97-0.33i\). The real part still nearly cancels, but \(\langle\mu\rangle\approx0.01-0.11i\). The loss part contributes

\[
(KD)^2\approx31\times0.11=3.4,
\]

which is not small. Adding the small real and finite-layer parts and using (2) gives \(R=16.7\) mΩ, as does the full matrix product for a stack that ends in half nickel layers, the layout used for all damped values here. With whole layers the result is 16.3 mΩ if copper lies at the near face and 17.1 mΩ if nickel does. The far-face field drops to 30% of the near-face value.

The real part of \((Eh^*)'\) now contains \(\omega\mu_0\mu''|h|^2\) besides \(\sigma|E|^2\). Integrating both by finite steps through the layers divides the resistance into 9.9 mΩ of Joule loss and 6.8 mΩ of magnetic loss. Most of the increase over dc is thus heat in the magnetization, not current crowding.

Neglecting loss requires \((KD)^2/3\ll1\), or \((t_F/d)\mu''\ll0.1\) for this stack. Nickel, at 0.11, does not meet it. Solving the layered model numerically for \(R=1.1R_{dc}\) gives \(\alpha=0.003\), thirteen times below the nickel value. The damped laminate still has 43% less resistance than solid copper of equal thickness, but it is far from the lossless limit. That figure uses bulk conductivities and counts this conductor alone: it falls to 34% with the thin-layer copper of the next section, and to 21% when the 29 mΩ of a thick copper return plate is added to both. With the bias fixed, moving the frequency 10% down or up raises \(R\) to 22.2 or 19.4 mΩ.

## Beside a real film

Bulk copper conductivity is optimistic for a layer of 60 nm, because electrons also scatter at its surfaces. Suppose every electron loses its drift at the layer surfaces. An electron leaving a surface at direction cosine \(u\) has regained a fraction \(1-e^{-z/(\ell u)}\) of its drift at distance \(z\), where \(\ell\) is the mean free path. Averaging over \(z\), and over directions with weight \(1-u^2\), gives

\[
\frac{\sigma}{\sigma_{bulk}}=\frac32\int_0^1(1-u^2)\left[1-\frac u\kappa\left(1-e^{-\kappa/u}\right)\right]du,\qquad\kappa=\frac{t_N}{\ell}.
\]

For a rough \(\ell=40\) nm this is 0.77. The resistance becomes 10.9 mΩ without damping and 19.2 mΩ with it; the required \(\mu_F\) is unchanged. These values use the reduced conductivity locally. Since \(\ell\) is comparable to \(t_N\), the eddy-current ramp behind (4) is weakened further, by a factor 0.49 rather than 0.77 in the same model, which lowers the lossless value to 10.8 mΩ. Separately, warming by 75 K, taken as 30% more resistivity in both metals and 5% less magnetization, gives 19.6 mΩ with damping, bulk copper and fixed frequency. The 30% is the copper figure; nickel rises by nearly 50%, which adds about 0.1 mΩ.

Exchange stiffness \(A_{ex}\) permits standing spin waves. With free surfaces, the first has profile \(\cos(\pi z/t_F)\), which adds \(B_{ex}=2A_{ex}\pi^2/(M_st_F^2)\) to the bias. For a rough 10 pJ/m, \(B_{ex}=0.46\) T, and the resonance formula gives \(30.79\sqrt{0.51\times1.11}\approx23\) GHz, well above the working frequency. Exchange is harmless only while the surface spins are free. If they are fully pinned, the uniform precession behind (6) is lost and \(R\) rises to about 40 mΩ, above solid copper. A perpendicular surface anisotropy of 0.3 mJ/m² on each face detunes the cancellation and gives 13 mΩ without damping at the same frequency. Displacement current is about \(5\times10^{-8}\) of the conduction current in nickel.

The geometry matters too. In an isolated flat strip of width \(w\), the field normal to the layers pushes current towards the edges, and in-plane cancellation does not remove it. Let the sheet current \(j\) be even through the thickness. The vector potential of parallel filaments is \(-(\mu_0/2\pi)\int j\ln|x-x'|dx'\), so a uniform driving field requires, with \(s=x/w\),

\[
j(s)-i\beta\int_0^1\ln|s-s'|\,j(s')\,ds'=\text{const},\qquad
\beta=\frac{\omega\mu_0\bar\sigma Dw}{2\pi}.
\]

For \(w=20\) µm, \(\beta\approx36.5\). Solving on 400 cells gives a resistance 1.57 times dc for a sheet of zero thickness. That kernel needs \(D\) small against the edge-crowding length \(\bar\delta^2/D\approx0.17\) µm, and \(D=2.7\) µm is far larger. Averaging the logarithm over the thickness of the strip gives about 2.0 times dc from lateral crowding alone. The cancellation derived here therefore belongs to a wide conductor facing a close return plane, with a width much larger than both the gap and the thickness \(D\), so that the field stays in the plane of the layers. This is demanding. At \(w=20\) µm and a gap of 1 µm the fringing field still raises the \(\alpha=0.003\) stack from 1.1 to about 1.2 times dc, and for the isolated strip the damped laminate and solid copper have about the same resistance, 2.2 to 2.3 times the laminate's dc value.

All numerical values are calculated from the stated model.
